# Solving the thermionic diode with series resistance without overflow

A Schottky contact in series with a 1 kΩ resistor is connected to 24 V. The current is an unremarkable 23.7 mA, yet the standard closed formula for it returns infinity in double precision. It contains an exponential of the applied voltage divided by the thermal voltage, here about \(\exp(928)\). Newton iteration started from the applied voltage meets the same exponential. At a few nanovolts the closed formula fails differently: it subtracts two almost equal currents and loses about half its digits.

These failures matter when a barrier height and effective masses from an electronic-structure calculation are turned into a current–voltage curve. The setting discussed here is the solver for that last step: which form of the equation to solve, where to start, and how many iterations to allow.

## The equation behind the setting

Let \(e>0\) be the elementary charge, \(\phi\) the barrier energy measured from the metal's Fermi level, and \(V_j\) the voltage across the junction, positive in the forward direction. The algebra uses Gaussian units. Electrons are treated with Boltzmann statistics; they cross the barrier top without reflection and do not tunnel below it.

Consider one ellipsoidal conduction valley with masses \(m_x,m_y,m_z\) along the axes, the current flowing along \(x\). With two spins per state, the flux from the semiconductor at the barrier top is

\[
J_{\rightarrow}=\frac{2e}{(2\pi)^3}\,\mathrm e^{-(\phi-eV_j)/kT}\int_{k_x>0}\! d^3k\,\frac{\hbar k_x}{m_x}\,
\exp\!\left[-\sum_i\frac{\hbar^2k_i^2}{2m_ikT}\right].
\]

The \(k_x\) integral gives \(kT/\hbar\). The other two give \(\sqrt{2\pi m_ykT}/\hbar\) and \(\sqrt{2\pi m_zkT}/\hbar\). Multiplying all factors,

\[
J_{\rightarrow}=\frac{e\sqrt{m_ym_z}\,k^2}{2\pi^2\hbar^3}\,T^2\,\mathrm e^{-(\phi-eV_j)/kT}.
\]

A (100) silicon face has two valleys with their long axis along \(x\), each contributing \(m_t\), and four lying in the plane, each contributing \(\sqrt{m_lm_t}\). Hence

\[
A^*=\frac{e\,m_{\rm em}k^2}{2\pi^2\hbar^3},\qquad m_{\rm em}=2m_t+4\sqrt{m_lm_t}.
\]

The flux from the metal sees the barrier \(\phi\) at every bias and cancels \(J_\rightarrow\) at \(V_j=0\). For contact area \(S\), the net current is therefore

\[
I=I_s\left(\mathrm e^{V_j/v_t}-1\right),\qquad I_s=SA^*T^2\mathrm e^{-\phi/kT},\qquad v_t=kT/e.
\]

A constant series resistance \(R>0\) leaves \(V_j=V-IR\) for the junction, so the current appears on both sides:

\[
I=I_s\left[\mathrm e^{(V-IR)/v_t}-1\right].
\]

## From the diode law to Lambert W

Define

\[
a=\frac{I_sR}{v_t},\qquad u=\frac{V}{v_t},\qquad w=\frac{(I+I_s)R}{v_t}.
\]

Since \(I+I_s\) equals \(I_s\) times an exponential, \(w\) is positive. From its definition, \(IR/v_t=w-a\). Adding \(I_s\) to the diode law and multiplying by \(R/v_t\) gives

\[
w=a\,\mathrm e^{u+a-w}\quad\Longrightarrow\quad w\,\mathrm e^{w}=a\,\mathrm e^{a+u}.
\]

For \(w>0\) the left side rises monotonically from zero to infinity, so there is one real solution. It is the principal Lambert function of the right side:

\[
I=\frac{v_t}{R}\,W\!\left(a\,\mathrm e^{a+u}\right)-I_s .
\]

Computed as written, this overflows once \(a+u\) exceeds 709.78, the logarithm of the largest double. The function value itself is modest; only its argument is too large. Taking the logarithm removes the difficulty:

\[
w+\ln w=L,\qquad L=\ln a+a+u .
\]

The root \(w\) as a function of \(L\) is known as the Wright omega function, which some numerical libraries, SciPy among them, provide directly.

Two limits show what \(w\) measures. As \(R\to0\) at fixed \(V\), both \(a\) and \(w\) vanish, and \(w/a=\mathrm e^{u+a-w}\to\mathrm e^u\). Then \(I=I_s(w/a-1)\) returns the diode without resistance. For \(w\gg1\), most of any further voltage falls on the resistor. Differentiating \(w+\ln w=L\) at fixed \(R\) and \(T\) gives \(dw/dV=w/[(1+w)v_t]\), and hence

\[
\frac{dI}{dV}=\frac{1}{R}\,\frac{w}{1+w}=\frac{1}{R+R/w}.
\]

The term \(R/w=v_t/(I+I_s)\) is the junction's differential resistance. The value \(w=1\) marks the bias at which junction and resistor share a small voltage change equally.

## How many iterations to allow

For \(f(w)=w+\ln w-L\) the derivative is \((1+w)/w\), and a Newton step reads

\[
w_{k+1}=w_k-\frac{w_k(w_k+\ln w_k-L)}{1+w_k}
=w_k\,\frac{1+L-\ln w_k}{1+w_k}.
\]

Start from \(w_0=L\) if \(L\ge1\), and from \(w_0=\mathrm e^L\) if \(L<1\). Neither choice can overflow.

To bound the error, write \(w_k=w(1-\delta_k)\), where \(w\) is the root and \(\delta_k\) the relative error. Substituting \(L=w+\ln w\) gives \(1+L-\ln w_k=1+w-\ln(1-\delta_k)\), so

\[
\delta_{k+1}=1-\frac{(1-\delta_k)\,[1+w-\ln(1-\delta_k)]}{1+w_k}.
\]

Put everything over \(1+w_k=1+w(1-\delta_k)\). The terms in \(w\) cancel in the numerator, leaving

\[
\delta_{k+1}=\frac{h(\delta_k)}{1+w_k},\qquad h(\delta)=\delta+(1-\delta)\ln(1-\delta).
\]

The derivative \(h'=-\ln(1-\delta)\) changes sign from negative to positive at \(\delta=0\), where \(h=0\), so \(h\ge0\). The inequality \(\ln(1-\delta)\le-\delta\) gives \(h\le\delta^2\). Therefore

\[
0\le\delta_{k+1}\le\frac{\delta_k^2}{1+w_k}.
\]

After the first step the iterates lie at or below the root, and the error at least squares each time.

It remains to bound \(\delta_1\). For \(L<1\) the root satisfies \(w<1\), and the start is \(w_0=\mathrm e^L=w\mathrm e^w\), so \(\delta_0=1-\mathrm e^w\). The recursion gives

\[
\delta_1=\frac{1+(w-1)\mathrm e^w}{1+w\mathrm e^w}.
\]

Its derivative has the numerator \(\mathrm e^w(\mathrm e^w-1)>0\), so its supremum is the value at \(w=1\), namely \(1/(1+\exp1)=0.269\). For \(L\ge1\) the start gives \(\delta_0=-\ln w/w\), whose magnitude is at most \(\exp(-1)\). Then \(\delta_1\le\exp(-2)/(1+L)\le0.068\), which is smaller. Five further squarings yield, for every real \(L\),

\[
\delta_6\le\left(\frac{1}{1+\exp1}\right)^{32}=5.6\times10^{-19}.
\]

This truncation error is below double-precision rounding, so a fixed count of six steps can replace a convergence test. The bound is not tight. On 165 values of \(L\) from \(-40\) to \(10^5\), evaluated with 60 digits, the worst relative error was \(4.6\times10^{-9}\) after four steps and \(5.3\times10^{-18}\) after five. Five steps sufficed on that sample; the sixth secures the proven bound.

Rounding in \(L\) is a separate matter. From \(dL=(1+1/w)\,dw\) follows \(dw/w=dL/(1+w)\), so an error in \(L\) is damped at large \(w\). For \(L<-37\) the root equals \(\mathrm e^L\) to double precision, because \(\ln w=L-w\) and \(w<10^{-16}\). The iteration can be skipped there, which also avoids the logarithm of an underflowed zero.

## Recovering the current near zero bias

At small \(V\) the root \(w\) approaches \(a\), and \((v_t/R)w-I_s\) cancels. For \(w\le1\) it is better to use the reduced junction voltage

\[
y=\frac{V-IR}{v_t}=u+a-w,\qquad I=I_s(\mathrm e^y-1),
\]

with \(\mathrm e^y-1\) taken from a library function that keeps its accuracy at small \(y\). The subtraction still leaves a small absolute error in \(y\). Since \(IR/v_t=a(\mathrm e^y-1)\), the voltage balance is

\[
g(y)=y+a(\mathrm e^y-1)-u=0,
\]

and one correction \(y\to y-g(y)/(1+a\mathrm e^y)\) removes that error. In the example below, at nine voltages from 1 to 9 nV, the largest relative error of the current was \(3.3\times10^{-9}\) by direct subtraction and \(1.7\times10^{-16}\) by the corrected route.

For \(w>1\) the direct form \(I=I_s(w/a-1)\) is safe provided \(a\le1/2\). Then \(w/a>2\), and the subtraction magnifies a relative error in \(w\) by the factor \((w/a)/(w/a-1)<2\).

## Newton iteration as the alternative setting

The equation \(g(y)=0\) can also be solved without Lambert W. Since \(g'=1+a\mathrm e^y>0\) and \(g''=a\mathrm e^y>0\), each tangent lies below the curve. Newton iterates started above the root therefore descend to it without crossing.

For \(u>0\), \(g(0)=-u<0\), so the root is positive. Both terms \(y\) and \(a(\mathrm e^y-1)\) are then positive and sum to \(u\), so neither exceeds \(u\). This gives a start above the root:

\[
y_0=\min\left[u,\ \ln(1+u/a)\right].
\]

The exponential of this start is at most \(1+u/a\), so it does not overflow at any practical bias. For \(u<0\), \(g(0)=-u>0\), and \(y_0=0\) lies above the root.

The plain start \(y_0=u\) also converges for \(u>0\) if both \(\mathrm e^u\) and \(a\,\mathrm e^u\) are representable, but it is slow when the resistor takes up many thermal voltages. While \(y\le u\),

\[
\frac{g(y)}{g'(y)}=\frac{(y-u)+a\mathrm e^y-a}{1+a\mathrm e^y}<1 .
\]

Each step is shorter than one thermal voltage, while the distance to be covered is \(u-y=IR/v_t\). At 5 V in the example this distance is 183.6. The plain start took 190 steps and the safe start 5.

The logarithmic Lambert route and the safe Newton route were compared for resistances of 1 mΩ, 10 Ω, 1 kΩ and 40 kΩ. The reverse voltages ran from 1 nV to 50 V and the forward ones from 1 nV to 10 kV; the upper end tests arithmetic, not a device. On 160 voltages per resistance the currents differed by at most \(1.8\times10^{-15}\) relative to the Newton value, and Newton needed at most 7 steps. These are sample values: a denser grid over the same range reaches about \(4\times10^{-15}\) and 8 steps.

## A silicide contact with a ballast resistor

The parameters are rough typical values for nickel silicide on n-type (100) silicon: barrier 0.65 eV, donor density \(10^{16}\) cm⁻³, masses \(m_t=0.19\) and \(m_l=0.92\) in free-electron masses, and temperature 300 K. The contact area is \(10^{-3}\) cm². The resistance of 1 kΩ represents mainly an external ballast, not the silicon.

The emission mass is \(2(0.19)+4\sqrt{0.92\times0.19}=2.05\), which gives \(A^*=246.6\) A cm⁻² K⁻². With \(v_t=25.852\) mV,

\[
I_s=10^{-3}\times246.6\times300^2\times\mathrm e^{-0.65/0.025852}\ \text{A}=267\ \text{nA}.
\]

Then \(a=0.010335\) and \(\ln a=-4.57226\). The direct formula overflows above \(v_t(709.78-a)=18.35\) V.

At 24 V, \(L=-4.572+0.010+928.361=923.80\). Starting from \(w_0=L\), the first step subtracts \(L\ln L/(1+L)=6.82\) and already gives 916.98. The converged root is 916.978, so

\[
I=0.025852\ \text{mA}\times916.978-0.000267\ \text{mA}=23.705\ \text{mA}.
\]

| \(V\) (V) | \(w\) | \(V_j\) (V) | \(I\) (mA) |
|---:|---:|---:|---:|
| −5 | \(1.05\times10^{-86}\) | −4.9997 | −0.000267 |
| 0.1 | 0.3516 | 0.0912 | 0.00882 |
| 0.3 | 5.363 | 0.1616 | 0.1384 |
| 1 | 30.70 | 0.2067 | 0.7933 |
| 5 | 183.6 | 0.2530 | 4.747 |
| 24 | 917.0 | 0.2945 | 23.705 |

The changeover \(w=1\) occurs at \(u=1-\ln a-a=5.562\), or 0.144 V. Between 1 and 24 V the junction takes up only 0.088 V more.

The model also requires that band bending remain. With an effective density of states \(N_c=2.74\times10^{19}\) cm⁻³, the built-in voltage is

\[
V_{bi}=\phi/e-v_t\ln(N_c/N_d)=0.445\ \text{V}.
\]

The junction voltage at 24 V is below this by 0.151 V. The overflow is thus a numerical failure inside the model's range, not a sign that the barrier has vanished.

## What the calculated barrier does to the current

At fixed \(V\), \(R\) and \(T\), a change in \(\ln I_s\) changes \(L\) by \((1+a)\,d\ln I_s\). Using \(dw=w\,dL/(1+w)\),

\[
\frac{dI}{d\ln I_s}=\frac{v_t}{R}\left[\frac{w(1+a)}{1+w}-a\right]
=\frac{v_t}{R}\,\frac{w-a}{1+w}=\frac{I}{1+w}.
\]

Suppose the calculated barrier is 0.1 eV too high. Then \(I_s\) is too small by \(\exp(0.1/0.025852)\approx48\), and the reverse current carries that whole factor. At 24 V the logarithmic error of 3.87 is divided by 918, and the current is low by about 0.4 %. Agreement with a measured curve at large \(w\) is therefore weak evidence for a computed barrier. Points with \(w\ll1\) carry the information, but the barrier they give also contains the corrections of the next section. Of these, image-force lowering and tunnelling are stronger in reverse than in forward bias.

## What a real contact adds

At −5 V the image force is the largest neglected effect evaluated here. At distance \(x\) from the metal, the image force and a uniform field \(F\) together add \(-e^2/(4\varepsilon x)-eFx\) to the electron energy. The maximum lies where \(e^2/(4\varepsilon x^2)=eF\); the two terms are equal there and lower the barrier by \(\sqrt{e^3F/\varepsilon}\). For band bending \(\psi=V_{bi}-V_j\), integrating Poisson's equation with donor and electron charge gives

\[
F^2=\frac{8\pi eN_d}{\varepsilon}\left[\psi-v_t(1-\mathrm e^{-\psi/v_t})\right].
\]

With \(\varepsilon=11.7\) taken as a model input, the lowering is 40 meV at −5 V, 20 meV at 0.1 V and 16 meV at 24 V. The decrease of the field with depth, neglected here, reduces these values by less than 0.2 meV. With the field held at its uncorrected value, the current is multiplied by 4.68, 1.69 and 1.0007 respectively. The flat reverse current of the ideal law is thus its least reliable prediction in this example.

Tunnelling was estimated by WKB through the parabolic barrier, using the light mass for all valleys and no reflection above the top; both choices raise the estimate. It is still not an upper bound: WKB sets the transmission prefactor to one, while the true prefactor depends on how the electron velocities in metal and silicon match and can move the result either way. It multiplies \(I_s\) by 3.3, 1.5 and 1.35 at the same three biases. These factors should not be multiplied by the image-force factors, since both describe passage near the same barrier top. The same WKB estimate through the image-lowered barrier multiplies \(I_s\) by roughly 8, 2.6 and 2.1. At −5 V this is more than either effect alone and about half their product.

A limited electron supply reduces \(I_s\), which hardly changes the current at 24 V. If electrons are assumed to reach the barrier at a rough saturated velocity \(v_s=10^7\) cm/s, balancing supply \(v_s(n_0-n)\) against emission \(v_Rn\) gives \(n/n_0=1/(1+v_R/v_s)\). With \(v_R=A^*T^2/(eN_c)=5.05\times10^6\) cm/s this is 0.66. This value illustrates the size of the effect and is not a bound: a slower supply lowers the factor, and a faster one raises it. Where drift and diffusion nearly balance, the electrons need not be hot, and the supply can be faster than assumed here. A rough measured Richardson constant of 110 A cm⁻² K⁻² corresponds to a factor 0.45, which may already contain part of that reduction. Warming the contact by 10 K at fixed barrier raises \(I_s\) by a factor of 2.4 but the current at 24 V by only 0.06 %. Fermi statistics change the forward flux at 24 V by less than one part in a million. Reverse breakdown of a planar junction, for a rough critical field of 400 kV/cm, would come near 50 V; field crowding at an unguarded contact edge lowers this value. Edge leakage and carrier generation are not included.

At 24 V the resistor matters more than these corrections. Since \(I=(V-V_j)/R\) and \(V_j\) hardly moves, a 1 % error in \(R\) changes the current by about 1 %. The resistor dissipates 0.56 W against 7 mW in the junction, so its own heating deserves attention.

## Choosing the setting

- For \(R>0\) and \(a\le1/2\), use the logarithmic Lambert form with six steps, switching to the corrected junction voltage when \(w\le1\). For \(R=0\), use the diode law directly.
- For \(a>1/2\), solve \(g(y)=0\) from the safe start. The convergence argument holds for any \(a>0\), though the comparison above covered only \(a\le1/2\). In reverse bias the number of steps can grow with \(a\), so use a convergence test here instead of a fixed count. Near \(u\approx-a\) the rounding error of \(g\) grows with \(a\). For \(a\) of a thousand or more, a relative step tolerance of a few \(10^{-15}\) may never be met, whereas \(10^{-9}\) is reached in about 11 steps at \(a=10^3\) and 16 at \(a=10^5\).
- If only Newton iteration in the junction voltage is offered, replace a start at the applied voltage by the safe start. Allowing more iterations cannot cure an overflow.
- After solving, compare \(V_j\) with \(V_{bi}\). As the two approach each other the band bending assumed by the model disappears, and a converged solution no longer describes the contact.

The numerical output below gives the remaining digits.

## Numbers as computed

```
temperature 300 K, barrier 0.65 eV, R 1000 ohm
area 1.0e-03 cm2, donors 1.0e+16 cm-3
masses m_t 0.19, m_l 0.92 (m0), permittivity 11.7
thermal voltage vt = 25.8520 mV
emission mass = 2.0524 m0
Richardson constant A* = 246.64 A/cm2/K2
saturation current Is = 267.168 nA
a = Is R/vt = 0.010335, ln a = -4.57226
direct formula overflows above V = 18.349 V
bias V | L | w | junction V | current mA
 -5.0 | -197.9706 | 1.05312e-86 | -4.99973 | -0.0002671684
  0.1 | -0.6938 | 0.351575 | 0.09118 | 0.008821752
  0.3 | 7.0426 | 5.36305 | 0.16162 | 0.1383785
  1.0 | 34.1198 | 30.6957 | 0.20672 | 0.7932774
  5.0 | 188.8467 | 183.634 | 0.25297 | 4.747033
 24.0 | 923.7995 | 916.978 | 0.29454 | 23.70546
24 V by junction Newton: 23.70546 mA, 4 steps
step 1: worst error 2.69e-01, bound 2.69e-01
step 2: worst error 2.31e-02, bound 7.23e-02
step 3: worst error 1.36e-04, bound 5.23e-03
step 4: worst error 4.60e-09, bound 2.74e-05
step 5: worst error 5.29e-18, bound 7.49e-10
step 6: worst error 6.98e-36, bound 5.61e-19
largest relative gap, W route vs Newton = 1.8e-15
most junction Newton steps, safe start = 7
at 5 V: I R/vt = 183.62, plain start 190 steps, safe start 5
1-9 nV: raw error 3.3e-09, repaired 1.7e-16
Nc = 2.744e+19 cm-3, built-in voltage = 0.4453 V
current density at 24 V = 23.71 A/cm2
junction power at 24 V = 6.98 mW, resistor 0.562 W
tunnelling energy E00 = 1.245 meV
bias V | field kV/cm | lowering meV | image factor | I ratio | WKB factor
 -5.0 | 129.47 | 39.92 | 4.684 | 4.68373 | 3.274
  0.1 | 31.87 | 19.80 | 2.151 | 1.68767 | 1.503
 24.0 | 19.66 | 15.56 | 1.825 | 1.00066 | 1.347
emission velocity 5.05e+06 cm/s, rough v_sat 1e+07 cm/s
supply-limit factor on Is = 0.66
rough effective A* 110 A/cm2/K2, factor 0.45
Fermi-statistics deficit at 24 V = 2.67e-07
10 K warmer: Is factor 2.403, I(24 V) change 0.0573 %
rough breakdown: field 400 kV/cm, voltage 52 V
```
